# Line tension and the contact angle of a sessile cap

A liquid droplet of 400 nm³ on a surface whose Young angle is 120° comes to rest, in the model treated here, at 122.2°. A droplet of 30000 nm³ made of the same liquid on the same solid comes to rest at 120.5°. The surface tensions are the same in both cases. What changes is the weight of the contact line, whose energy grows with the droplet's perimeter while the surface energies grow with its area.

The solid is flat, rigid and uniform, gravity is neglected, and the liquid is incompressible and exchanges no atoms with its surroundings, so its volume $V$ is fixed. The contact line is a circle of radius $a$, and the contact angle $\theta$ is measured through the liquid. Let $\gamma$, $\gamma_{SL}$ and $\gamma_{SV}$ be the liquid–vapour, solid–liquid and solid–vapour tensions, and $\tau$ the energy per length of contact line. For now $\gamma$ and $\tau$ are constants. Measured from the bare solid, the free energy is

$$F=\gamma A+(\gamma_{SL}-\gamma_{SV})\pi a^2+2\pi a\tau ,$$

where $A$ is the liquid–vapour area. The middle term appears because the droplet replaces an area $\pi a^2$ of solid–vapour interface by solid–liquid interface. Young's angle is defined by $\cos\theta_Y=(\gamma_{SV}-\gamma_{SL})/\gamma$, so that

$$F=\gamma A-\gamma\cos\theta_Y\,\pi a^2+2\pi a\tau .$$

The equilibrium surface is a spherical cap. To see this, cut the surface at a horizontal circle of radius $r$, where it is inclined to the horizontal by an angle $\psi$. The excess pressure $\Delta p$ pushes the part above the cut upwards with force $\Delta p\,\pi r^2$, and surface tension pulls it down with force $2\pi r\gamma\sin\psi$. Balance gives $\sin\psi=r/R$ with $R=2\gamma/\Delta p$. Differentiating along the arc length $s$, with $dr/ds=\cos\psi$, gives $d\psi/ds=1/R$. The profile has constant curvature and is a circular arc. The line tension acts at the edge and does not enter this argument.

For a cap of height $h$ we have $a=R\sin\theta$ and $h=R(1-\cos\theta)$, hence

$$\frac ha=\frac{1-\cos\theta}{\sin\theta}=\tan\frac\theta2\equiv t .$$

The area of a cap is $A=2\pi Rh$. Since $a^2=h(2R-h)$, we have $2Rh=a^2+h^2$. Adding up discs of squared radius $2Rz-z^2$ from the apex down gives $V=\pi(Rh^2-h^3/3)=\pi h(3a^2+h^2)/6$. In terms of $a$ and $t$,

$$A=\pi a^2(1+t^2),\qquad V=\frac{\pi a^3}{6}(3t+t^3).$$

The radius and the angle cannot vary independently. Setting $dV=0$ gives

$$3a^2(3t+t^3)\,da+3a^3(1+t^2)\,dt=0,$$

$$a\frac{dt}{da}=-\frac{t(3+t^2)}{1+t^2}.$$

The area therefore changes with radius, at fixed volume, as

$$\frac{dA}{da}=2\pi a(1+t^2)+2\pi a^2t\frac{dt}{da}
=2\pi a\,\frac{(1+t^2)^2-t^2(3+t^2)}{1+t^2}.$$

The numerator is $1+2t^2+t^4-3t^2-t^4=1-t^2$, and $(1-t^2)/(1+t^2)=\cos\theta$. Thus

$$\left(\frac{dA}{da}\right)_V=2\pi a\cos\theta .$$

When the droplet spreads over a further base area $d(\pi a^2)$, its free surface grows by $\cos\theta$ times that amount. For an obtuse angle the free surface shrinks. The derivative of the energy is now

$$\frac{dF}{da}=2\pi\left[\gamma a(\cos\theta-\cos\theta_Y)+\tau\right],$$

and it vanishes when

$$\boxed{\cos\theta=\cos\theta_Y-\frac{\tau}{\gamma a}}$$

A positive $\tau$ pulls the contact line inwards with force $\tau/a$ per unit length, which lowers the cosine and raises the angle. A negative $\tau$ does the opposite. The radius in this formula is that of the final cap, so the equation is implicit.

A stationary energy need not be a minimum. For the second derivative we need the change of angle with radius. From $\theta=2\arctan t$,

$$a\frac{d\theta}{da}=\frac{2}{1+t^2}\,a\frac{dt}{da}
=-\frac{2t}{1+t^2}\,\frac{3+t^2}{1+t^2}=-\sin\theta\,(2+\cos\theta).$$

The last step uses $\sin\theta=2t/(1+t^2)$ and $2+\cos\theta=(3+t^2)/(1+t^2)$. Differentiating $dF/da$ once more,

$$\frac{d^2F}{da^2}=2\pi\left[\gamma(\cos\theta-\cos\theta_Y)-\gamma a\sin\theta\frac{d\theta}{da}\right].$$

At a stationary point the first term in the bracket equals $-\tau/a$, so

$$\frac{d^2F}{da^2}=2\pi\left[\gamma\sin^2\theta\,(2+\cos\theta)-\frac{\tau}{a}\right].$$

The cap is a local minimum if $\tau/(\gamma a)<\sin^2\theta\,(2+\cos\theta)$. Negative line tension satisfies this for every angle between 0 and 180°. The condition concerns circular contact lines and says nothing about wavy ones.

The example takes $\gamma=4.4$ eV/nm² (0.705 N/m), $\tau=0.6$ eV/nm (9.6 × 10⁻¹¹ J/m), $\theta_Y=120^\circ$ and $V=400$ nm³, about 20000 atoms at a rough 0.02 nm³ each. The length that sets the size of the effect is $\tau/\gamma=0.1364$ nm. To solve the implicit equation, start from Young's angle, where $t=\sqrt3$ and $3t+t^3=6\sqrt3$:

$$a_0=\left(\frac{6V}{6\sqrt3\,\pi}\right)^{1/3}=4.189\ \text{nm},$$

$$\cos\theta_1=-0.5-\frac{0.1364}{4.189}=-0.5326 .$$

This is an angle of 122.18°. Recomputing the radius from the volume gives 4.066 nm and then 122.245°, and a further round gives 122.247°. The final cap has $a=4.062$ nm and $\cos\theta=-0.5336$.

The convergence is rapid because $\tau/(\gamma a)$ is small. An error in $\cos\theta$ changes the radius by $da/d\cos\theta=a/[\sin^2\theta(2+\cos\theta)]$, and this changes the next cosine by $\tau/(\gamma a^2)$ times the radius error. Each round therefore multiplies a small error by

$$q=\frac{\tau}{\gamma a\sin^2\theta\,(2+\cos\theta)},$$

which is 0.032 here. For positive $\tau$, the condition $q<1$ is the same as the stability condition. For negative $\tau$ the cap can be stable while $|q|>1$, and the iteration then fails although the solution exists.

The result was tested by minimising the energy numerically, with areas and volumes found by integration. For Young angles of 40°, 90°, 120° and 140° and line tensions of ±0.6 eV/nm, all at 400 nm³, the cosine at the minimum differed from the formula by at most 4.4 × 10⁻⁸. A second minimisation for the example let the whole axisymmetric profile vary, without assuming a sphere. It returned $a=4.0616$ nm and $\cos\theta=-0.53357$, the values of the cap.

With the material parameters held fixed, the minimised energies give these caps:

| $V$ (nm³) | $a$ (nm) | $\theta$ | $\cos\theta$ |
|---|---|---|---|
| 50 | 1.96 | 124.7° | −0.5696 |
| 400 | 4.06 | 122.2° | −0.5336 |
| 3000 | 8.08 | 121.1° | −0.5169 |
| 30000 | 17.54 | 120.5° | −0.5078 |

A straight line through $\cos\theta$ against $1/a$ has slope −0.1364 nm, which is $-\tau/\gamma$, and intercept −0.5000, which is $\cos\theta_Y$. For large droplets with a Young angle strictly between 0 and 180°, $a$ grows as $V^{1/3}$ to leading order, so the shift fades as $V^{-1/3}$. The shift in angle is then

$$\theta-\theta_Y\simeq\frac{\tau}{\gamma a\sin\theta_Y}.$$

For the 400 nm³ droplet this estimate gives 0.0336/0.866 = 0.039 rad, or 2.2°. It fails near complete wetting and near complete drying, since $\sin\theta_Y$ vanishes at both 0 and 180°. If $\theta_Y=0$ and $\tau>0$, expanding the cosine in the full equation gives $\theta\simeq\sqrt{2\tau/(\gamma a)}$ for large $a$. A liquid that would otherwise just spread completely then keeps a small finite angle.

The opposite end of the range, $a\to0$ at fixed volume, is a sphere that has let go of the solid. There $dF/da\to2\pi\tau$. For positive line tension the energy thus rises when a sphere first touches the surface, and an attached minimum lies behind a barrier. While the contact is small, $\cos\theta\simeq-1$, and integrating $dF/da$ from zero gives

$$F-F_{\rm sphere}\simeq2\pi\tau a-\pi\gamma(1+\cos\theta_Y)a^2 .$$

The maximum lies at $a_b\simeq\tau/[\gamma(1+\cos\theta_Y)]$ and has height

$$\Delta F\simeq\frac{\pi\tau^2}{\gamma(1+\cos\theta_Y)} .$$

These expressions give 0.273 nm and 0.51 eV. The full energy gives 0.274 nm and 0.515 eV. The top of the barrier also obeys the boxed equation, with an angle of 176.6°, but its second derivative is −13.7 eV/nm², against +28.1 eV/nm² at the attached minimum. Seen from the attached cap the barrier is 48.6 eV high. A contact of radius 0.27 nm is of atomic size, so the barrier heights describe the continuum model and are not a reliable prediction for atoms.

As the droplet shrinks, the minimum and the barrier approach each other. They merge where the second derivative vanishes. With $c=\cos\theta$ and $c_Y=\cos\theta_Y$, and $\tau/(\gamma a)=c_Y-c$ from the boxed equation, this happens when

$$f(c)=c_Y-c-(1-c^2)(2+c)=c^3+2c^2-2c+c_Y-2=0 .$$

For a Young angle strictly between 0 and 180°, this cubic is negative at $c\to-\infty$, positive at $c=-1$, negative at $c=c_Y$ and positive at $c\to\infty$. It has three roots, of which one lies between $-1$ and $c_Y$, the range open to stationary caps with positive $\tau$. At both ends of that range the volume of the stationary cap tends to infinity, and in between it can turn only where the second derivative vanishes: $dF/da$ stays zero along this family of caps, so where $V$ is momentarily constant while $a$ changes, $d^2F/da^2$ must be zero. The root therefore marks the smallest volume with a stationary cap. Above it there are two, a minimum and a barrier, and below it there is none.

For the example the root is at 147.2°. The radius is then $0.1364/0.3405=0.40$ nm and the volume 1.66 nm³, roughly 80 atoms. Such a contact is again of atomic size, so this limit too describes the continuum model. A numerical search found an attached minimum at a volume 2% larger and none at a volume 2% smaller.

Just above this limit the attached cap is metastable. To compare it with the detached sphere, eliminate $\tau$ from $F$ with $\tau=\gamma a(c_Y-c)$ and use $a^2=R^2(1-c)(1+c)$:

$$F=\pi\gamma R^2(1-c)\left[2+(1+c)(c_Y-2c)\right].$$

The volume is $V=\pi R^3(1-c)^2(2+c)/3$, and a sphere of that volume has energy $4\pi\gamma(3V/4\pi)^{2/3}$. The two energies are equal when

$$(1-c)\left[2+(1+c)(c_Y-2c)\right]=4\left[\frac{(1-c)^2(2+c)}{4}\right]^{2/3}.$$

In the example this occurs at 132.1° and 4.84 nm³, roughly 240 atoms. At 400 nm³ the attached cap, at 1107.1 eV, lies well below the sphere at 1155.2 eV.

For negative line tension $dF/da$ starts out negative, so there is no barrier of this kind. If $\theta_Y>0$, the derivative becomes positive at large $a$. Every stationary cap is then a minimum among caps, and two minima would need a maximum between them, so there is one attached cap for each volume. It is not a minimum against all shapes: a negative $\tau$ rewards a longer contact line, and for $\tau=-0.6$ eV/nm at 120° and 400 nm³ a ripple of 30 waves around the line, each about 0.9 nm long, lowers the energy of the model. At such wavelengths a constant $\tau$ is itself doubtful.

Coarsening depends on how the minimum energy changes with volume. Because $F$ is stationary in $a$, its derivative with respect to $V$ may be taken at fixed $a$. There $dA=2\pi a^2t\,dt$ and $dV=\tfrac12\pi a^3(1+t^2)\,dt$, so

$$\frac{dF_{\min}}{dV}=\gamma\frac{4t}{a(1+t^2)}=\frac{2\gamma\sin\theta}{a}=\frac{2\gamma}{R}.$$

This is the Laplace pressure. Line tension enters it through $R$ alone. With $R=4.80$ nm and 0.02 nm³ per atom, the excess energy per atom is 2 × 4.4 × 0.02/4.80 = 0.037 eV. Without line tension $R$ would be 4.189/0.866 = 4.84 nm, so the line tension raises this excess by about 0.7% at this size. For positive $\tau$ the excess falls as the droplet grows. Adding volume at fixed $a$ raises $\theta$ and makes $dF/da$ negative, so the minimum moves to larger $a$, where the boxed equation gives a smaller $\theta$. The factor $(1-c)^2(2+c)$ in the volume becomes smaller as $\theta$ decreases, so $R$ must grow with $V$. Smaller droplets then have the larger excess, and atoms that can move between droplets will flow towards the larger ones. For negative $\tau$ and $\theta_Y>0$ the order reverses for the smallest droplets: as $V\to0$ the radius $a$ stays finite, the cap flattens and $R$ grows without limit. For $\tau=-0.6$ eV/nm and $\theta_Y=120^\circ$ this reversal sets in only below about 0.002 nm³, less than one atom. It reaches real sizes for small Young angles, about 190 nm³ at 10°. The fixed-volume result holds while that exchange is slow compared with the relaxation of the droplet's shape.

The constancy of $\tau$ and $\gamma$ matters more than it may seem. If $\tau$ varies with the angle, differentiating $2\pi a\tau$ at fixed volume, among spherical caps only, replaces $\tau$ in the boxed equation by

$$\tau+a\frac{d\tau}{d\theta}\frac{d\theta}{da}=\tau-\frac{d\tau}{d\theta}\sin\theta\,(2+\cos\theta).$$

Suppose $\tau$ is 0.6 eV/nm at 120° and rises by 0.6 eV/nm per radian, an assumed slope. The apparent line tension is then −0.20 eV/nm and the angle falls to 119.3°. The shift has changed sign although $\tau$ itself is still positive. This result depends on holding the shape to a cap. A free profile can bend close to the edge, at little cost in area, to lower $\tau(\theta)$, and its energy then falls below that of the cap. The constrained cap also breaks the force balance used earlier: $dF/dV$ is 1.832 eV/nm³ while $2\gamma/R$ is 1.815 eV/nm³. The numbers show how large such a term can be and are not an equilibrium of a free surface.

A curved surface may also have a slightly different tension, $\gamma(1-2\delta/R)$, where $\delta$ is the Tolman length. Applied to the cap area $2\pi Rh$, this adds $-4\pi\gamma\delta h$ to the energy. At fixed volume

$$\frac{dh}{da}=t+a\frac{dt}{da}=-\frac{2t}{1+t^2}=-\sin\theta ,$$

so the added derivative is $2\pi(2\gamma\delta\sin\theta)$. It acts as an extra line tension $2\gamma\delta\sin\theta$. For an assumed $\delta=0.05$ nm this is 0.37 eV/nm, and the angle becomes 123.7°. A negative $\delta$ would act the other way. This too holds among caps only. For a general profile the curvature energy contains an edge term $-2\pi\gamma\delta a\theta$, which a free surface lowers by bending at the edge unless $d\tau/d\theta=\gamma\delta$ cancels it. The two corrections are therefore tied. With that slope they add to an apparent line tension $\tau-\gamma\delta\sin\theta\cos\theta$, the cap is stationary among free profiles, $dF/dV$ equals $(2\gamma/R)(1-\delta/R)$, and the example comes to rest at 122.7°. A measured slope of $\cos\theta$ against $1/a$ therefore does not isolate $\tau$ unless these two effects are known to be small.

The droplet's angle also fluctuates. Near the minimum the energy is quadratic in $a$, so the mean square change of radius is $kT/F''$, and

$$\delta\theta_{\rm rms}=\frac{\sin\theta(2+\cos\theta)}{a}\sqrt{\frac{kT}{F''}} .$$

At 600 K, $kT=0.0517$ eV and the spread is 0.75°, a third of the 2.25° shift. This counts only the motion in which the cap stays a cap.

The parameters are in the regime of a liquid gallium droplet left by vapour deposition on an oxide. A surface tension near 0.7 N/m is a fair rough value for clean liquid gallium. The Young angle depends on the oxide and its preparation, and 120° is a choice for a poorly wetted surface. The line tension is an assumption as well: its scale is a surface tension times a length of atomic size, and neither its value nor its sign is established here for gallium. Real surfaces can also break the assumption that the contact line moves freely. Roughness and chemical patches can pin it. A pinning range of 5° to the low side, again assumed, changes the cosine by 0.076, more than twice the line-tension shift of 0.034. With that same change of cosine, the two would be equal only at a contact radius near 0.1364/0.076 = 1.8 nm. A skin of gallium oxide would also change the balance, so the model applies to a clean droplet in vacuum.

Two other omissions are smaller. The length $\gamma/E$, which sets the scale on which the contact line deforms a substrate of Young's modulus $E=70$ GPa, is 0.010 nm, or 7% of $\tau/\gamma$. This ratio gives only the order of magnitude of the effect, which also depends on the width of the contact line. Gravity is measured by the Bond number, the density times $ga^2/\gamma$, which is about 10⁻¹² for this droplet. The numerical output below gives the remaining digits.

## Computed results

```
surface tension: 4.40 eV/nm^2 = 0.705 N/m
line tension: 0.60 eV/nm = 9.61e-11 J/m
line tension / surface tension: 0.1364 nm
Young angle: 120.0 deg, cosine -0.5000
volume: 400 nm^3, about 20000 atoms
equilibrium angle: 122.247 deg, cosine -0.53357
contact radius: 4.0616 nm; sphere radius: 4.8024 nm
shift of cosine, from minimisation: -0.03357
shift of cosine, -tau/(gamma a): -0.03357
shift of angle: 2.247 deg
largest error of the law over 8 cases: 4.4e-08
free profile: a = 4.0616 nm, cosine -0.53357
iteration 0: angle 120.0000 deg, a = 4.1891 nm
iteration 1: angle 122.1781 deg, a = 4.0656 nm
iteration 2: angle 122.2450 deg, a = 4.0617 nm
iteration 3: angle 122.2472 deg, a = 4.0616 nm
error factor per iteration: 0.0320
V = 50 nm^3: a = 1.959 nm, angle 124.722 deg, cosine -0.56959
V = 400 nm^3: a = 4.062 nm, angle 122.247 deg, cosine -0.53357
V = 3000 nm^3: a = 8.076 nm, angle 121.124 deg, cosine -0.51689
V = 30000 nm^3: a = 17.543 nm, angle 120.516 deg, cosine -0.50777
slope of cosine against 1/a: -0.13636 nm
intercept of that line: -0.50000
d2F/da2 at minimum: 28.07 eV/nm^2
barrier: a = 0.2737 nm, angle 176.57 deg
d2F/da2 at barrier: -13.67 eV/nm^2
energy of attached cap: 1107.12 eV
energy of detached sphere: 1155.16 eV
barrier above attached cap: 48.56 eV
barrier above sphere: 0.515 eV
smallest attached minimum: V = 1.661 nm^3, a = 0.401 nm
  its angle 147.19 deg, about 83 atoms
equal energy with sphere: V = 4.837 nm^3, a = 0.798 nm
  its angle 132.14 deg, about 242 atoms
Tolman length assumed: 0.050 nm
  added apparent line tension: 0.366 eV/nm
  angle with it: 123.725 deg
dtau/dtheta assumed: 0.60 eV/nm per rad
  resulting apparent line tension: -0.198 eV/nm
  angle with it: 119.299 deg
temperature: 600 K, kT = 0.0517 eV
thermal spread of angle (rms): 0.751 deg
pinning of 5.0 deg changes cosine by 0.0757
substrate modulus assumed: 70 GPa
elastic length gamma/E: 0.0101 nm
gravity, Bond number at 6000 kg/m^3: 1.4e-12
```
